\section*{Spherical averages of plane-wave expansions and Fourier coefficients of muffin-tin functions}

\section{What goes wrong without the average}

Inside an atomic sphere, the APW and LAPW methods solve a radial equation, which needs a potential depending on $r$ alone. Suppose the potential is known through plane-wave coefficients. Reading it off along one direction does not give the required function. In a cubic cell with lattice constant $a$, take
\begin{equation}
h(\mathbf r)=-0.744\cos\frac{2\pi x}{a}-0.256\cos\frac{2\pi y}{a}+\cos\frac{2\pi z}{a}.
\label{eq:h}
\end{equation}
At distance $a/2$ from the origin, $h=+1.49$ on the $x$ axis and $h=-2.00$ on the $z$ axis, while its average over the sphere of that radius is zero. One ray would supply a spherical potential where there is none.

The same function spoils the reverse operation. Since its averages about the origin vanish at every radius, they cannot reveal that $h$ is present. Fourier coefficients follow from site averages under an additional condition, and the muffin-tin form supplies it.

\section{The average about a site}

Let $f$ have the periodicity of a lattice with vectors $\mathbf T$ and cell volume $\Omega$. The reciprocal vectors satisfy $\exp(i\mathbf G\cdot\mathbf T)=1$. The convention is
\begin{equation}
f(\mathbf r)=\sum_{\mathbf G}f(\mathbf G)e^{i\mathbf G\cdot\mathbf r},\qquad
f(\mathbf G)=\frac1\Omega\int_{\rm cell}f(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}\,d^3r .
\label{eq:conv}
\end{equation}
Assume for now that $\sum_{\mathbf G}|f(\mathbf G)|$ is finite. With $\mathbf n$ a unit vector, the average over the sphere of radius $r$ about $\boldsymbol\tau$ is
\begin{align}
\bar f_{\boldsymbol\tau}(r)&=\frac1{4\pi}\int f(\boldsymbol\tau+r\mathbf n)\,d^2n\nonumber\\
&=\sum_{\mathbf G}f(\mathbf G)e^{i\mathbf G\cdot\boldsymbol\tau}\,
\frac1{4\pi}\int e^{ir\mathbf G\cdot\mathbf n}\,d^2n .
\end{align}
Sum and integral may be exchanged because each term is bounded by $|f(\mathbf G)|$ for all $\mathbf n$, so the series converges uniformly in direction.

For the angular integral, put the polar axis along $\mathbf G$ and write $u=\cos\theta$, $G=|\mathbf G|$. The azimuth gives $2\pi$, and
\begin{equation}
\frac{2\pi}{4\pi}\int_{-1}^{1}e^{iGru}\,du
=\frac{e^{iGr}-e^{-iGr}}{2iGr}=\frac{\sin Gr}{Gr}=j_0(Gr).
\label{eq:ang}
\end{equation}
For $Gr=0$ the integrand is one and so is the mean, in agreement with $j_0(0)=1$. Hence
\begin{equation}
\boxed{\;\bar f_{\boldsymbol\tau}(r)=\sum_{\mathbf G}f(\mathbf G)\,e^{i\mathbf G\cdot\boldsymbol\tau}j_0(Gr)\;}
\label{eq:avg}
\end{equation}
Nothing here restricts $r$ to the atomic sphere. If the averaging sphere cuts through other atoms, their contribution is included.

Two limits show what the formula contains. At $r=0$ it returns the point value $f(\boldsymbol\tau)$. As $r\to\infty$ every term with $G>0$ vanishes; absolute summability allows the limit to be taken term by term, and the cell mean $f(\mathbf G=0)$ remains.

The phase can be checked by moving the function with the site. If $f(\mathbf r)=F(\mathbf r-\boldsymbol\tau)$, then $f(\mathbf G)=e^{-i\mathbf G\cdot\boldsymbol\tau}F(\mathbf G)$. The phases in \eqref{eq:avg} cancel, leaving the average of $F$ about the origin, as they must.

\section{Why the averages do not determine a general function}

Vectors of equal length share the same $j_0$, so
\begin{equation}
\bar f_{\boldsymbol\tau}(r)=\sum_g S_g\,j_0(gr),\qquad
S_g=\sum_{|\mathbf G|=g}f(\mathbf G)e^{i\mathbf G\cdot\boldsymbol\tau}.
\end{equation}
The individual coefficients enter through the shell sums $S_g$ alone. To see what can be lost, take a cubic cell with two sites, $\boldsymbol\tau_1=0$ and $\boldsymbol\tau_2$, and set $b=2\pi/a$ and $h=\sum_i c_i\cos(bx_i)$. Each cosine has two coefficients $c_i/2$, at $\pm b$ along axis $i$. Therefore
\begin{equation}
\bar h_{\boldsymbol\tau}(r)=j_0(br)\sum_{i=1}^3\frac{c_i}{2}\left(e^{ib\tau_i}+e^{-ib\tau_i}\right)
=j_0(br)\sum_{i=1}^3c_i\cos(b\tau_i).
\end{equation}
The averages about both sites vanish if $\sum_ic_i=0$ and $\sum_ic_i\cos(b\tau_{2i})=0$. These are two linear conditions on three numbers, so a nonzero solution exists. For $\boldsymbol\tau_2=(0.50,0.40,0.55)a$ it is the function \eqref{eq:h}, whose amplitudes are rounded there to three decimals. Its root-mean-square value is 0.90, and with the unrounded amplitudes direct angular quadrature about both sites gives zero to rounding error at the four radii tested. Any multiple of $h$, taken with the unrounded amplitudes, can be added to $f$ without changing an average about either site, or the cell mean.

\section{Fourier coefficients of a muffin-tin function}

A muffin-tin function equals $v_\alpha(|\mathbf r-\boldsymbol\tau_\alpha|)$ in the sphere of radius $R_\alpha$ about site $\alpha$ and its images, and a constant $v_I$ elsewhere. The spheres must not overlap, images included. Define $w_\alpha(r)=v_\alpha(r)-v_I$ for $r<R_\alpha$ and $w_\alpha(r)=0$ beyond. Then
\begin{equation}
f(\mathbf r)=v_I+\sum_\alpha\sum_{\mathbf T}w_\alpha(|\mathbf r-\boldsymbol\tau_\alpha-\mathbf T|),
\end{equation}
because at most one term of the double sum is nonzero at any point. Insert this in the second part of \eqref{eq:conv}. The constant gives $v_I\delta_{\mathbf G0}$. In the term with $\mathbf T$, substitute $\mathbf r=\mathbf r'+\mathbf T$; the exponential is unchanged since $e^{-i\mathbf G\cdot\mathbf T}=1$, and the shifted cells together fill space:
\begin{align}
\sum_{\mathbf T}\int_{\rm cell}w_\alpha(|\mathbf r-\boldsymbol\tau_\alpha-\mathbf T|)e^{-i\mathbf G\cdot\mathbf r}d^3r
&=\int w_\alpha(|\mathbf r'-\boldsymbol\tau_\alpha|)e^{-i\mathbf G\cdot\mathbf r'}d^3r'\nonumber\\
&=e^{-i\mathbf G\cdot\boldsymbol\tau_\alpha}\int w_\alpha(s)e^{-i\mathbf G\cdot\mathbf s}d^3s .
\end{align}
The last line uses $\mathbf r'=\boldsymbol\tau_\alpha+\mathbf s$. A sphere that crosses a cell face thus needs no special treatment. The angular integral is $4\pi j_0(Gs)$ by \eqref{eq:ang}, whose value does not change when $\mathbf G$ is reversed. The result is
\begin{equation}
\boxed{\;f(\mathbf G)=v_I\delta_{\mathbf G0}+\frac{4\pi}{\Omega}\sum_\alpha e^{-i\mathbf G\cdot\boldsymbol\tau_\alpha}
\int_0^{R_\alpha}r^2\,[v_\alpha(r)-v_I]\,j_0(Gr)\,dr\;}
\label{eq:coef}
\end{equation}
The phase is the conjugate of that in \eqref{eq:avg}. This formula needs the radial integrals to exist, but not absolute summability of the coefficients.

Inside its own sphere $f$ is already spherical, so $v_\alpha(r)=\bar f_{\boldsymbol\tau_\alpha}(r)$ for $r<R_\alpha$. The constant follows by dividing the cell integral into spheres and interstitial region:
\begin{equation}
v_I=\frac{\Omega f(0)-\sum_\alpha4\pi\int_0^{R_\alpha}r^2\bar f_{\boldsymbol\tau_\alpha}(r)\,dr}
{\Omega-\sum_\alpha4\pi R_\alpha^3/3}.
\label{eq:vi}
\end{equation}
The cell mean and the averages inside the spheres therefore determine a muffin-tin function completely.

For a general $f$, equation \eqref{eq:vi} gives the interstitial mean, and \eqref{eq:coef} gives the coefficients of a different function: $f$ with its spherical average put inside each sphere and its mean put between them. Applied to $h$, the recipe returns zero.

\section{Three radial integrals}

\subsection{The ball and the interstitial step function}

For $w=1$ inside a sphere, put $x=GR$ and integrate by parts:
\begin{equation}
\int_0^Rr^2j_0(Gr)dr=\frac1G\int_0^Rr\sin(Gr)dr
=\frac{\sin x-x\cos x}{G^3}=R^3\frac{j_1(x)}{x},
\end{equation}
where $j_1(x)=\sin x/x^2-\cos x/x$. The function $\Theta$ that is one between the spheres and zero inside them has $v_I=1$ and $w_\alpha=-1$, so
\begin{equation}
\Theta(\mathbf G)=\delta_{\mathbf G0}-\sum_\alpha\frac{4\pi R_\alpha^3}{\Omega}\,
\frac{j_1(GR_\alpha)}{GR_\alpha}\,e^{-i\mathbf G\cdot\boldsymbol\tau_\alpha}.
\end{equation}
At $\mathbf G=0$, $j_1(x)/x\to1/3$ and $\Theta(0)$ is the interstitial volume fraction.

This also covers an interstitial function that is not constant. If $f$ equals $\sum_{\mathbf G}p(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$ between the spheres, its interstitial part is the product $p\,\Theta$. Multiplying the two Fourier series and collecting equal exponents gives
\begin{equation}
f(\mathbf G)=\sum_{\mathbf G'}p(\mathbf G')\Theta(\mathbf G-\mathbf G')+\frac{4\pi}{\Omega}\sum_\alpha e^{-i\mathbf G\cdot\boldsymbol\tau_\alpha}\int_0^{R_\alpha}r^2v_\alpha(r)j_0(Gr)dr
\end{equation}
for a finite set of $p(\mathbf G')$. With $p(\mathbf G')=v_I\delta_{\mathbf G'0}$ it reduces to \eqref{eq:coef}.

\subsection{A smooth well}

Let $w(r)=-V(1-r^2/R^2)^2$, which reaches zero with zero slope at $R$. The series
\begin{equation}
j_n(y)=y^n\sum_{k\ge0}\frac{(-y^2/2)^k}{k!\,(2n+2k+1)!!}
\end{equation}
shows, on differentiating term by term, that $\frac{d}{dy}[y^{n+2}j_{n+1}(y)]=y^{n+2}j_n(y)$. With $y=xt$ this becomes $t^{n+2}j_n(xt)=x^{-1}\frac{d}{dt}[t^{n+2}j_{n+1}(xt)]$. Set $r=Rt$ and integrate by parts twice; the boundary terms vanish at $t=0$ and, through $1-t^2$, at $t=1$:
\begin{align}
\int_0^1(1-t^2)^2t^2j_0(xt)dt&=\frac4x\int_0^1(1-t^2)t^3j_1(xt)dt\nonumber\\
&=\frac8{x^2}\int_0^1t^4j_2(xt)dt=\frac{8j_3(x)}{x^3}.
\end{align}
Apart from the site phase, the well therefore contributes
\begin{equation}
W(G)=-\frac{32\pi R^3V}{\Omega}\,\frac{j_3(GR)}{(GR)^3},\qquad
W(0)=-\frac{32\pi R^3V}{105\,\Omega}.
\label{eq:well}
\end{equation}
For large $x$, $j_3(x)$ falls as $1/x$, so $W$ falls as $G^{-4}$. The number of reciprocal vectors in $dG$ grows as $G^2dG$, and the sum of absolute values converges.

\subsection{A Coulomb singularity}

In atomic units, let $w(r)=-Z(1/r-1/R)$, the potential energy of an electron near a nucleus screened by a shell of charge at $R$. Then
\begin{align}
\int_0^Rr^2\left(\frac1r-\frac1R\right)j_0(Gr)dr
&=\frac{1-\cos x}{G^2}-\frac{\sin x-x\cos x}{G^3R}\nonumber\\
&=\frac{1-j_0(x)}{G^2},
\end{align}
and the contribution is $-4\pi Z[1-j_0(GR)]/(\Omega G^2)$. It is finite as $G\to0$, where $1-j_0(x)\to x^2/6$. At large $G$ it falls as $G^{-2}$, too slowly for absolute summability. The coefficients exist, but \eqref{eq:avg} cannot give a finite value at the nucleus, where the function itself diverges.

\section{A jump at the sphere boundary}

The ball coefficients also fall as $G^{-2}$, so the exchange of sum and integral used for \eqref{eq:avg} is not justified for them. The partial sums at the centre of the ball show the consequence. For a spherical cutoff $|\mathbf G|<K$, replace the lattice sum by an integral with density $\Omega G^2/(2\pi^2)$. This keeps one ball and neglects its periodic images:
\begin{align}
P(K)&\simeq\int_0^K\frac{\Omega G^2}{2\pi^2}\,\frac{4\pi R^3}{\Omega}\,\frac{j_1(GR)}{GR}\,dG
=\frac2\pi\int_0^{KR}x\,j_1(x)\,dx\nonumber\\
&=\frac2\pi\left[\int_0^{KR}\frac{\sin x}{x}dx-\sin KR\right]
\longrightarrow1-\frac2\pi\sin KR .
\end{align}
The sum does not settle to one. It keeps a swing, from minimum to maximum, of $4/\pi=1.273$. For a ball of radius 1.7~\AA\ in a cubic cell of 4~\AA, the actual lattice sum swings by 1.284 for cutoffs between 45 and 62.8~\AA$^{-1}$.

Away from the centre, the extra factor $j_0(Gr)$ makes the integrand an oscillation with amplitude falling as $1/x$, and the integral converges. At $r=0.85$~\AA\ the swing over the same cutoffs is 0.031. A jump thus calls for care in summing \eqref{eq:avg}, while \eqref{eq:coef} remains valid.

\section{Worked example}

The model has $a=4$~\AA, $v_I=-5$~eV and two smooth wells. Well 1 is at the origin, with $R_1=1.7$~\AA\ and $V_1=30$~eV. Well 2 is at $(0.50,0.40,0.55)a$, with $R_2=1.3$~\AA\ and $V_2=20$~eV. The nearest distance between the two kinds of site is 3.13~\AA, more than $R_1+R_2=3.0$~\AA; images of one site are 4~\AA\ apart, more than $2R_1$. The spheres are therefore separate, and fill 46.5\% of the cell.

\textbf{The mean.} From \eqref{eq:well},
\begin{equation}
W_1(0)=-\frac{32\pi(1.7)^3(30)}{105(64)}=-2.205\ {\rm eV},
\end{equation}
and likewise $W_2(0)=-0.657$~eV. Thus $f(0)=-5-2.205-0.657=-7.862$~eV, or $-0.2889$~hartree.

\textbf{The phases.} The vectors $(1,0,0)$, $(0,1,0)$ and $(0,0,1)$ have equal length, so their coefficients are built from the same $W_1$ and $W_2$:
\begin{equation}
f(\mathbf G)=W_1+W_2e^{-i\mathbf G\cdot\boldsymbol\tau_2}.
\end{equation}
For $(0,1,0)$ the phase factor is $e^{-0.8\pi i}=-0.809-0.588i$. The coefficient $-1.041+0.305i$~eV then gives $W_2=-0.305/0.588=-0.519$~eV and $W_1=-1.041-0.809(0.519)=-1.461$~eV. For $(1,0,0)$ the factor is $-1$, which predicts $-1.461+0.519=-0.942$~eV, the value found. For $(0,0,1)$ it is $-0.951+0.309i$, which predicts $-0.967-0.160i$~eV, again as found. Reversing the sign of the phase would reverse both imaginary parts. The coefficients listed in the numerical output agree with a sum of the definition over a grid of $80^3$ points within $2\times10^{-6}$~eV.

\textbf{The averages.} At $r=1$~\AA\ from site 1, the well itself is $-5-30(1-1/2.89)^2=-17.831$~eV, and the series \eqref{eq:avg} gives the same to this precision. At $r=2.5$~\AA\ the average about site 1 is $-5.49$~eV, below $v_I$, because the averaging sphere has entered neighbouring wells: the nearest well 2 begins at $3.13-1.3=1.83$~\AA. About site 2 the average at 2.5~\AA\ is $-7.26$~eV. The distances between unlike sites are the same seen from either side, but the wells met from site 2 are deeper and wider. With the series cut off at $K=40\,(2\pi/a)=62.83$~\AA$^{-1}$, direct angular quadrature agrees with it within about $2\times10^{-4}$~eV at all the listed points. The error varies with the cutoff: at $r=0.5$~\AA\ from either site it reaches $5\times10^{-4}$~eV for $K$ between 38 and 42 times $2\pi/a$. At the centre of well 1 this close agreement is an accident of the cutoff. Replace the omitted terms of that well by an integral, as for the ball, and use $j_3(x)\simeq\cos x/x$ at large $x$. The omitted part is then $-(16V_1/\pi)\int_{KR_1}^\infty x^{-2}\cos x\,dx\simeq(16V_1/\pi)\sin(KR_1)/(KR_1)^2$, an oscillation of amplitude 0.013~eV near this cutoff. Here $KR_1=34\pi$, and the sine vanishes.

\textbf{The round trip.} Starting from the grid coefficients, \eqref{eq:avg} gives the averages inside the spheres, \eqref{eq:vi} gives $v_I=-5.0000$~eV, and \eqref{eq:coef} returns the listed coefficients within $5\times10^{-6}$~eV. These figures depend on the grid: with $64^3$ points in place of $80^3$ they become $-4.9999$~eV and $9\times10^{-6}$~eV. The inversion works here because the function has muffin-tin form. If a multiple of $h$ with the unrounded amplitudes were added at the start, the same route would return the same coefficients, now wrong for the function supplied.

\section*{Computed values}
\begin{verbatim}
cubic lattice constant a = 4.0 angstrom
cell volume = 64.0 angstrom^3
site 1: tau/a = [0. 0. 0.], R = 1.7 angstrom, V = 30.0 eV
site 2: tau/a = [0.5  0.4  0.55], R = 1.3 angstrom, V = 20.0 eV
interstitial constant v_I = -5.0 eV
nearest distance, site 1 to site 2 = 3.1305 angstrom
volume fraction in spheres = 0.4653
well 1 contribution to f(0) = -2.20495 eV
well 2 contribution to f(0) = -0.65734 eV
mean potential f(0) = -7.86229 eV = -0.288934 hartree
Fourier coefficients f(G) in eV: radial formula | grid sum
  hkl (1, 0, 0): -0.94206+0.00000j | -0.94206+0.00000j
  hkl (0, 1, 0): -1.04113+0.30491j | -1.04113+0.30491j
  hkl (0, 0, 1): -0.96745-0.16030j | -0.96745-0.16030j
  hkl (1, 1, 0): -1.25944-0.23790j | -1.25944-0.23790j
  hkl (1, 1, 1): -0.26790+0.09628j | -0.26790+0.09628j
  hkl (2, -1, 3): 0.00935-0.01169j | 0.00935-0.01169j
largest formula-grid difference = 2.0e-06 eV
series cutoff |G| = 62.83 1/angstrom, 267761 vectors
spherical averages in eV: series | direct quadrature
  site 1, r = 0.0 angstrom: -34.9998 | -35.0000
  site 1, r = 0.5 angstrom: -30.0343 | -30.0342
  site 1, r = 1.0 angstrom: -17.8309 | -17.8307
  site 1, r = 1.7 angstrom: -5.0001 | -5.0000
  site 1, r = 2.5 angstrom: -5.4905 | -5.4907
  site 2, r = 0.5 angstrom: -19.5207 | -19.5205
  site 2, r = 2.5 angstrom: -7.2641 | -7.2642
v_I recovered from f(0) and averages = -4.99996 eV
largest round-trip coefficient error = 4.2e-06 eV
triclinic test, largest error = 6.6e-15 (no unit)
hidden function amplitudes c = [-0.7437 -0.2563  1.    ] (no unit)
hidden function: rms = 0.8997, largest site average = 6.4e-15 (no unit)
unit ball, R = 1.7 angstrom, cutoffs from 45 to 62.8 1/angstrom:
  swing of partial sums at centre = 1.284, 4/pi = 1.273 (no unit)
  swing at r = 0.85 angstrom = 0.031 (no unit)
\end{verbatim}
